# Local Modes of Light Mass Defects: Debye Cut-off versus Square-Root Edge: a numerical check

```python
# RESULT UNDER TEST
# One atom of mass M in a harmonic crystal is replaced by mass (1-eps)*M with
# unchanged springs.  A local mode above the band top w_m obeys
#     1/eps = S(w) = integral g(v) w^2/(w^2 - v^2) dv ,
# so it exists only if eps > eps_c = 1/S(w_m).
#   Debye spectrum with sharp cut-off:  S(w_m) infinite, eps_c = 0.
#   Square-root band edge:              S(w_m) finite,   eps_c > 0.
# Symbols: x = w/w_m, delta = x - 1, lam = w^2, g = normalized density of
# states, share = part of the mode's kinetic energy carried by the defect.
# "Root-edge model": g = 16 v^2 sqrt(w_m^2 - v^2)/(pi w_m^4).
# "Cubic lattice": scalar nearest-neighbour springs, K/M = 1, band top lam = 12.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import i0e


# ---------- derived formulas ----------
def debye_S(delta):
    x = 1 + delta
    artanh = 0.5 * np.log((2 + delta) / delta)
    return 3 * x**2 * (x * artanh - 1)


def debye_delta(eps):
    low = -2 / (3 * eps) - 10
    return np.exp(brentq(lambda u: debye_S(np.exp(u)) - 1 / eps, low, 3.0,
                         xtol=1e-13))


def debye_weak(eps):
    return 2 * np.exp(-2 - 2 / (3 * eps))


def debye_share(eps):
    delta = debye_delta(eps)
    x = 1 + delta
    artanh = 0.5 * np.log((2 + delta) / delta)
    integral = 1 / (2 * delta * (2 + delta)) - artanh / (2 * x)
    return (1 - eps) / (3 * eps**2 * x**4 * integral - eps)


def root_S(x):
    y = x**2
    return 8 * y * (y - 0.5 - np.sqrt(y * (y - 1)))


def root_x(eps):
    s = np.sqrt(eps)
    return np.sqrt(1 / (4 * s * (1 - s))) if eps > 0.25 else None


def root_share(eps):
    s = np.sqrt(eps)
    return (1 + s) * (2 * s - 1) / (2 * eps)


def cubic_S(kappa):
    # kappa = lam - 12; time integral of the lattice Green function, t = q^2
    value = quad(lambda q: 2 * q * np.exp(-kappa * q * q) * i0e(2 * q * q)**3,
                 0, np.inf, limit=400, epsabs=1e-11, epsrel=1e-10)[0]
    return (12 + kappa) * value


cubic_eps_c = 1 / cubic_S(0.0)


def cubic_kappa(eps):
    if eps <= cubic_eps_c:
        return None
    return brentq(lambda k: cubic_S(k) - 1 / eps, 0.0, 60.0, xtol=1e-11)


# ---------- test: closed forms of S against quadrature of the definition ----
for x in (1.05, 1.3, 2.0):
    direct = quad(lambda t: 3 * t**2 * x**2 / (x**2 - t**2), 0, 1)[0]
    assert abs(direct - debye_S(x - 1)) < 1e-7
    direct = quad(lambda a: 16 / np.pi * (np.sin(a) * np.cos(a))**2 * x**2
                  / (x**2 - np.sin(a)**2), 0, np.pi / 2)[0]
    assert abs(direct - root_S(x)) < 1e-7
root_edge_S = quad(lambda t: 16 * t**2 / (np.pi * np.sqrt(1 + t)), 0, 1,
                   weight='alg', wvar=(0, -0.5))[0]
assert abs(root_edge_S - 4) < 1e-7


# ---------- test: local-mode condition in a vector crystal (diamond) --------
def diamond_force_matrix(size, central=1.0, transverse=0.3):
    def atom(cell, sub):
        i, j, k = (c % size for c in cell)
        return 2 * ((i * size + j) * size + k) + sub
    phi = np.zeros((6 * size**3, 6 * size**3))
    bonds = [((0, 0, 0), (1, 1, 1)), ((-1, 0, 0), (1, -1, -1)),
             ((0, -1, 0), (-1, 1, -1)), ((0, 0, -1), (-1, -1, 1))]
    for cell in np.ndindex(size, size, size):
        a = 3 * atom(cell, 0)
        for shift, direction in bonds:
            b = 3 * atom(np.add(cell, shift), 1)
            n = np.array(direction) / np.sqrt(3)
            spring = (central - transverse) * np.outer(n, n) \
                + transverse * np.eye(3)
            phi[a:a+3, a:a+3] += spring
            phi[b:b+3, b:b+3] += spring
            phi[a:a+3, b:b+3] -= spring
            phi[b:b+3, a:a+3] -= spring
    return phi


phi = diamond_force_matrix(4)
host = np.linalg.eigvalsh(phi)
eps_test = 0.6
scale = np.ones(len(phi))
scale[:3] = 1 / np.sqrt(1 - eps_test)
defect = np.linalg.eigvalsh(phi * np.outer(scale, scale))
assert np.ptp(defect[-3:]) < 1e-9 and defect[-3] > host[-1] + 1e-3
assert defect[-4] < host[-1] + 1e-9
diamond_check = eps_test * defect[-1] * np.mean(1 / (defect[-1] - host))
assert abs(diamond_check - 1) < 1e-8


# ---------- test: Debye binding by diagonalization --------------------------
def debye_diagonalize(eps, n=600):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    t = (nodes + 1) / 2
    site = np.sqrt(3 * t**2 * weights / 2)
    site /= np.linalg.norm(site)
    root_mass = np.eye(n) + (1 / np.sqrt(1 - eps) - 1) * np.outer(site, site)
    lam, vec = np.linalg.eigh(root_mass @ (t[:, None]**2 * root_mass))
    return np.sqrt(lam[-1]) - 1, (site @ vec[:, -1])**2


for eps in (0.1, 0.2, 0.6):
    delta_num, share_num = debye_diagonalize(eps)
    assert abs(delta_num / debye_delta(eps) - 1) < 1e-6
    assert abs(share_num / debye_share(eps) - 1) < 1e-5
debye_num_01 = debye_diagonalize(0.1)[0]
assert abs(debye_num_01 / debye_weak(0.1) - 1) < 0.02
assert abs(debye_delta(0.05) / debye_weak(0.05) - 1) < 1e-3


# ---------- test: root-edge model as the end atom of a wall-tied chain ------
def chain_top(eps, n=800):
    diagonal = np.full(n, 2.0)
    off = np.full(n - 1, -1.0)
    diagonal[0] /= 1 - eps
    off[0] /= np.sqrt(1 - eps)
    lam, vec = eigh_tridiagonal(diagonal, off, select='i',
                                select_range=(n - 2, n - 1))
    return lam[-1] / 4, vec[0, -1]**2


for eps in (0.05, 0.15, 0.24):
    assert chain_top(eps)[0] < 1 and root_x(eps) is None
for eps in (0.26, 0.3, 0.6, 0.9):
    y_num, share_num = chain_top(eps)
    assert y_num > 1 and abs(y_num - root_x(eps)**2) < 1e-9
    assert abs(share_num - root_share(eps)) < 1e-7
# quadratic onset just above threshold
assert abs((root_x(0.255) - 1) / (2 * 0.005**2) - 1) < 0.05


# ---------- test: square-root edge of the cubic lattice by counting ---------
grid = (np.arange(100) + 0.5) / 100
drop = 2 * (1 - np.cos(grid))
below_top = drop[:, None, None] + drop[None, :, None] + drop[None, None, :]
edge_ratio = []
for depth in (0.1, 0.2, 0.4):
    fraction = np.count_nonzero(below_top < depth) * 0.01**3 / np.pi**3
    edge_ratio.append(fraction / (depth**1.5 / (6 * np.pi**2)))
assert max(abs(r - 1) for r in edge_ratio) < 0.05


# ---------- test: cubic lattice, explicit clusters --------------------------
def cubic_cluster(size, eps, spring_change=0.0):
    """Top eigenvalue and defect share; six defect springs may be changed."""
    ring = diags([2.0, -1.0, -1.0, -1.0, -1.0],
                 [0, 1, -1, size - 1, 1 - size], shape=(size, size))
    one = identity(size)
    matrix = kron(kron(ring, one), one) + kron(kron(one, ring), one) \
        + kron(kron(one, one), ring)
    total = size**3
    rows, cols, vals = [], [], []
    for step in (1, size, size**2):
        for j in (step, (size - 1) * step):
            rows += [0, j, 0, j]
            cols += [0, j, j, 0]
            vals += [spring_change, spring_change,
                     -spring_change, -spring_change]
    matrix = matrix + coo_matrix((vals, (rows, cols)), shape=(total, total))
    factor = np.ones(total)
    factor[0] = 1 / np.sqrt(1 - eps)
    matrix = (diags(factor) @ matrix @ diags(factor)).tocsr()
    start = np.random.default_rng(1).normal(size=total)
    lam, vec = eigsh(matrix, k=1, which='LA', v0=start, tol=1e-11)
    return lam[0], vec[0, 0]**2


lam_bound, share_bound = cubic_cluster(14, 0.6)
assert abs(lam_bound - 12 - cubic_kappa(0.6)) < 1e-4
bound_trend = share_bound / cubic_cluster(8, 0.6)[1]
free_trend = cubic_cluster(14, 0.2)[1] / cubic_cluster(8, 0.2)[1]
assert abs(bound_trend - 1) < 0.02   # bound: share independent of crystal size
assert free_trend < 0.3              # unbound: share dilutes with crystal size
eps_near = 1.01 * cubic_eps_c
onset = ((1 / cubic_eps_c - 1 / eps_near) / (12 * np.pi / (4 * np.pi**2)))**2
onset_ratio = cubic_kappa(eps_near) / onset
assert abs(onset_ratio - 1) < 0.05

# ---------- worked example: round, rough light-dopant-in-silicon regime -----
host_mass, top = 28.0, 520.0                     # u, cm^-1
temperature, gruneisen, expansion = 300.0, 1.0, 3e-6
bond_nm, spring_change = 0.24, 0.10


def frequencies(mass):
    eps = 1 - mass / host_mass
    debye = top * (1 + debye_delta(eps))
    x = root_x(eps)
    kappa = cubic_kappa(eps)
    return (eps, debye, None if x is None else top * x,
            None if kappa is None else top * np.sqrt(1 + kappa / 12))


def show(value):
    return 'none' if value is None else f'{value:.2f}'


print(f'Host mass: {host_mass:.0f} u; band top: {top:.0f} cm^-1')
print(f'Diamond cluster, eps=0.6: eps*S at local mode = {diamond_check:.8f}')
print(f'Root-edge S at band top = {root_edge_S:.6f}')
print(f'Root-edge eps_c = {1/root_edge_S:.4f}')
print(f'Root-edge critical mass = {host_mass*(1-1/root_edge_S):.2f} u')
print(f'Cubic-lattice S at band top = {1/cubic_eps_c:.5f}')
print(f'Cubic-lattice eps_c = {cubic_eps_c:.5f}')
print(f'Cubic-lattice critical mass = {host_mass*(1-cubic_eps_c):.2f} u')
print(f'Debye eps=0.1: delta diagonalized = {debye_num_01:.4e}')
print(f'Debye eps=0.1: delta from condition = {debye_delta(0.1):.4e}')
print(f'Debye eps=0.1: weak-binding formula = {debye_weak(0.1):.4e}')
print(f'Chain eps=0.24: top lam/lam_m = {chain_top(0.24)[0]:.7f}')
print(f'Chain eps=0.26: top lam/lam_m = {chain_top(0.26)[0]:.7f}')
print('Edge count / square-root law, depth 0.1,0.2,0.4 K/M: '
      + ', '.join(f'{r:.3f}' for r in edge_ratio))
print(f'Cubic onset / quadratic law at 1.01 eps_c = {onset_ratio:.4f}')
print(f'Share ratio, 14^3 to 8^3 sites, eps=0.6: {bound_trend:.4f}')
print(f'Share ratio, 14^3 to 8^3 sites, eps=0.2: {free_trend:.4f}')
print('Local modes (cm^-1): mass u | eps | Debye | root-edge | cubic')
results = {}
for mass in (10.0, 11.0, 12.0, 20.0, 24.0, 27.0):
    results[mass] = frequencies(mass)
    eps, debye, root, cubic = results[mass]
    print(f'  {mass:.0f} | {eps:.4f} | {debye:.2f} | {show(root)} | '
          f'{show(cubic)}')
for mass in (20.0, 24.0, 27.0):
    print(f'Debye binding above top, {mass:.0f} u: '
          f'{top*debye_delta(1-mass/host_mass):.3g} cm^-1')
eps_visible = 1 / debye_S(1 / top)
print(f'Debye binding is 1 cm^-1 at eps = {eps_visible:.4f}')
print(f'  that is a defect mass of {host_mass*(1-eps_visible):.2f} u')

eps11, debye11, root11, cubic11 = results[11.0]
to_mev = const.h * const.c * 100 / const.e * 1000
print(f'11 u mode in meV: Debye {debye11*to_mev:.2f}, '
      f'root-edge {root11*to_mev:.2f}, cubic {cubic11*to_mev:.2f}')
print(f'11 u defect share: Debye {debye_share(eps11):.4f}, '
      f'root-edge {root_share(eps11):.4f}')
for name, column in (('Debye', 1), ('root-edge', 2), ('cubic', 3)):
    shift = results[10.0][column] - results[11.0][column]
    print(f'Isotope shift 11 to 10 u, {name}: {shift:.2f} cm^-1')
print(f'Isotope shift if only the defect moved (root-edge): '
      f'{root11*(np.sqrt(11/10)-1):.2f} cm^-1')

# ---------- sizes of neglected effects for the 11 u defect ------------------
base = cubic_cluster(14, eps11)[0]
for change in (-spring_change, spring_change):
    changed = cubic_cluster(14, eps11, change)[0]
    shift = top * (np.sqrt(changed / 12) - np.sqrt(base / 12))
    print(f'Defect springs {100*change:+.0f} %: cubic mode moves '
          f'{shift:+.1f} cm^-1')
volume_shift = -root11 * gruneisen * 3 * expansion * temperature
print(f'Rough inputs: Grueneisen {gruneisen:.0f}, expansion '
      f'{expansion:.0e} 1/K, bond {bond_nm:.2f} nm')
print(f'Volume part of shift, 0 to {temperature:.0f} K: '
      f'{volume_shift:.2f} cm^-1')
omega = 2 * np.pi * const.c * 100 * root11
occupation = 1 / np.expm1(const.hbar * omega / (const.k * temperature))
square = root_share(eps11) * const.hbar * (1 + 2 * occupation) \
    / (2 * 11 * const.atomic_mass * omega)
amplitude_pm = np.sqrt(square) * 1e12
print(f'Mode occupation at {temperature:.0f} K: {occupation:.4f}')
print(f'rms defect amplitude per axis, local mode: {amplitude_pm:.2f} pm')
print(f'  relative to bond length: {amplitude_pm/(bond_nm*1000):.4f}')
print('PASS')
```

It prints:

```
Host mass: 28 u; band top: 520 cm^-1
Diamond cluster, eps=0.6: eps*S at local mode = 1.00000000
Root-edge S at band top = 4.000000
Root-edge eps_c = 0.2500
Root-edge critical mass = 21.00 u
Cubic-lattice S at band top = 3.03277
Cubic-lattice eps_c = 0.32973
Cubic-lattice critical mass = 18.77 u
Debye eps=0.1: delta diagonalized = 3.4716e-04
Debye eps=0.1: delta from condition = 3.4716e-04
Debye eps=0.1: weak-binding formula = 3.4446e-04
Chain eps=0.24: top lam/lam_m = 0.9999964
Chain eps=0.26: top lam/lam_m = 1.0003923
Edge count / square-root law, depth 0.1,0.2,0.4 K/M: 1.009, 1.015, 1.031
Cubic onset / quadratic law at 1.01 eps_c = 1.0072
Share ratio, 14^3 to 8^3 sites, eps=0.6: 1.0000
Share ratio, 14^3 to 8^3 sites, eps=0.2: 0.2137
Local modes (cm^-1): mass u | eps | Debye | root-edge | cubic
  10 | 0.6429 | 703.67 | 652.19 | 641.52
  11 | 0.6071 | 674.75 | 626.82 | 615.55
  12 | 0.5714 | 649.93 | 605.31 | 593.50
  20 | 0.2857 | 538.89 | 521.24 | none
  24 | 0.1429 | 521.38 | none | none
  27 | 0.0357 | 520.00 | none | none
Debye binding above top, 20 u: 18.9 cm^-1
Debye binding above top, 24 u: 1.38 cm^-1
Debye binding above top, 27 u: 1.1e-06 cm^-1
Debye binding is 1 cm^-1 at eps = 0.1339
  that is a defect mass of 24.25 u
11 u mode in meV: Debye 83.66, root-edge 77.72, cubic 76.32
11 u defect share: Debye 0.8713, root-edge 0.8182
Isotope shift 11 to 10 u, Debye: 28.93 cm^-1
Isotope shift 11 to 10 u, root-edge: 25.37 cm^-1
Isotope shift 11 to 10 u, cubic: 25.97 cm^-1
Isotope shift if only the defect moved (root-edge): 30.59 cm^-1
Defect springs -10 %: cubic mode moves -29.4 cm^-1
Defect springs +10 %: cubic mode moves +28.4 cm^-1
Rough inputs: Grueneisen 1, expansion 3e-06 1/K, bond 0.24 nm
Volume part of shift, 0 to 300 K: -1.69 cm^-1
Mode occupation at 300 K: 0.0521
rms defect amplitude per axis, local mode: 4.70 pm
  relative to bond length: 0.0196
PASS
```
